# Counting independent nuclear shielding components from site symmetry: test program

```python
"""Number of independent nuclear shielding components for a given site group.

Result under test: n = average over the site group of (1 + 2 cos theta)^2,
theta = angle of the proper rotation contained in each operation. This gives
C1 9, Cs 5, C2v 3, C3 3, C3v 2, Td 1. The antisymmetric part has
n_A = average of (1 + 2 cos theta) components.
sigma[i, j] = d2E / d mu_i dB_j (mu nuclear moment, B magnetic field).
Shieldings: coupled-perturbed RHF/6-31G, gauge origin at the nucleus, which
is always the first atom and sits at the coordinate origin. Lengths in bohr.
"""
import numpy as np
from scipy.constants import fine_structure as ALPHA
from scipy.linalg import null_space, eigh
from pyscf import gto, scf, ao2mo, dft

PPM = 1e6
RAD = np.pi / 180


def rot_z(degrees):
    c, s = np.cos(degrees * RAD), np.sin(degrees * RAD)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


ONE = np.eye(3)
MIRROR_XY = np.diag([1.0, 1, -1])
MIRROR_XZ = np.diag([1.0, -1, 1])
C2X = np.diag([1.0, -1, -1])
S4Z = np.array([[0, 1.0, 0], [-1, 0, 0], [0, 0, -1]])
C3_DIAGONAL = np.array([[0, 0, 1.0], [1, 0, 0], [0, 1, 0]])

# generators; classes as (number of operations, proper angle in degrees)
GROUPS = {
    "C1": ([ONE], [(1, 0)]),
    "Cs": ([MIRROR_XY], [(1, 0), (1, 180)]),
    "C2v": ([rot_z(180), MIRROR_XZ], [(1, 0), (1, 180), (2, 180)]),
    "C3": ([rot_z(120)], [(1, 0), (2, 120)]),
    "C3v": ([rot_z(120), MIRROR_XZ], [(1, 0), (2, 120), (3, 180)]),
    "Td": ([S4Z, C3_DIAGONAL],
           [(1, 0), (8, 120), (3, 180), (6, 90), (6, 180)]),
    "Ci": ([-ONE], [(1, 0), (1, 0)]),
    "C2": ([rot_z(180)], [(1, 0), (1, 180)]),
    "C4": ([rot_z(90)], [(1, 0), (2, 90), (1, 180)]),
    "D3": ([rot_z(120), C2X], [(1, 0), (2, 120), (3, 180)]),
}


def class_counts(classes):
    order = sum(k for k, _ in classes)
    chi = [(k, 1 + 2 * np.cos(t * RAD)) for k, t in classes]
    return (order, sum(k * x * x for k, x in chi) / order,
            sum(k * x for k, x in chi) / order)


def allowed_space(generators):
    """Orthonormal basis of all tensors with R sigma R^T = sigma."""
    return null_space(np.vstack([np.kron(R, R) - np.eye(9)
                                 for R in generators]), rcond=1e-10)


# ---- geometries, observed nucleus first and at the origin
def peroxide_h(r_oh, r_oo, angle, dihedral):
    a, d = angle * RAD, dihedral * RAD
    o1 = np.array([0, 0, r_oh])
    e = np.array([np.sin(a), 0, -np.cos(a)])
    o2 = o1 + r_oo * e
    p = -o1 + (o1 @ e) * e
    p /= np.linalg.norm(p)
    q = np.cross(e, p)
    h2 = o2 + r_oh * (-np.cos(a) * e
                      + np.sin(a) * (np.cos(d) * p + np.sin(d) * q))
    return [("H", np.zeros(3)), ("O", o1), ("O", o2), ("H", h2)]


def water_h(r_near, r_far, angle):
    a = angle * RAD
    return [("H", (0, 0, 0)), ("O", (r_near, 0, 0)),
            ("H", (r_near - r_far * np.cos(a), r_far * np.sin(a), 0))]


def water_o(r, angle):
    x, z = r * np.sin(angle * RAD / 2), r * np.cos(angle * RAD / 2)
    return [("O", (0, 0, 0)), ("H", (x, 0, z)), ("H", (-x, 0, z))]


def ethane_c(r_cc, r_ch, angle, twist):
    rho, z = r_ch * np.sin(angle * RAD), r_ch * np.cos(angle * RAD)
    atoms = [("C", (0, 0, 0)), ("C", (0, 0, r_cc))]
    for phi in (0, 120, 240):
        f, g = phi * RAD, (phi + twist) * RAD
        atoms.append(("H", (rho * np.cos(f), rho * np.sin(f), z)))
        atoms.append(("H", (rho * np.cos(g), rho * np.sin(g), r_cc - z)))
    return atoms


def staggered_c(r_cc, r_ch, angle):
    return ethane_c(r_cc, r_ch, angle, 60.0)


def methane_c(r):
    u = r / np.sqrt(3)
    corners = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    return [("C", (0, 0, 0))] + [("H", tuple(u * x for x in c))
                                 for c in corners]


SITES = {
    "C1": ("H in H2O2", peroxide_h, (1.8, 2.7, 100.0, 115.0)),
    "Cs": ("H in H2O", water_h, (1.8, 1.8, 105.0)),
    "C2v": ("O in H2O", water_o, (1.8, 105.0)),
    "C3": ("C in twisted C2H6", ethane_c, (2.9, 2.05, 111.0, 40.0)),
    "C3v": ("C in staggered C2H6", staggered_c, (2.9, 2.05, 111.0)),
    "Td": ("C in CH4", methane_c, (2.05,)),
}


def run_scf(atoms):
    mol = gto.M(atom=[(s, tuple(map(float, x))) for s, x in atoms],
                unit="Bohr", basis="6-31g", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 100
    mf.kernel()
    assert mf.converged
    return mol, mf


def raw_integrals(mol):
    """r x grad and (r x grad)/r^3, up to the library's sign convention."""
    return (mol.intor("int1e_cg_irxp", comp=3),
            mol.intor("int1e_prinvxp", comp=3))


def second_moment(mol, dm):
    """Integral of density * r_i r_j / r^3; its trace is that of 1/r."""
    raw = np.einsum("xij,ji->x", mol.intor("int1e_cg_a11part", comp=9),
                    dm).reshape(3, 3)
    return raw * np.sum(mol.intor("int1e_rinv") * dm) / np.trace(raw)


# ---- quadrature fixes the library signs and checks the integrals
mol_w, mf_w = run_scf(water_h(*SITES["Cs"][2]))
grid = dft.gen_grid.Grids(mol_w)
grid.level = 4
grid.build()
xyz, weight = grid.coords, grid.weights
ao = mol_w.eval_gto("GTOval_sph_deriv1", xyz)
dist = np.linalg.norm(xyz, axis=1)
r_cross_grad = np.stack([
    xyz[:, (k + 1) % 3, None] * ao[1 + (k + 2) % 3]
    - xyz[:, (k + 2) % 3, None] * ao[1 + (k + 1) % 3] for k in range(3)])
SIGNS, quad_error = [], 0.0
for library, factor in zip(raw_integrals(mol_w), (weight, weight / dist**3)):
    direct = np.stack([(ao[0] * factor[:, None]).T @ g for g in r_cross_grad])
    SIGNS.append(np.sign(np.sum(direct * library)))
    quad_error = max(quad_error, abs(direct - SIGNS[-1] * library).max())
dm_w = mf_w.make_rdm1()
density = np.einsum("gi,ij,gj->g", ao[0], dm_w, ao[0], optimize=True)
moment = np.einsum("g,gi,gj->ij", weight * density / dist**3, xyz, xyz)
quad_error = max(quad_error, abs(moment - second_moment(mol_w, dm_w)).max())
assert quad_error < 2e-3   # limited by the molecular quadrature grid


def shielding(mol, mf):
    """Diamagnetic and response (paramagnetic) tensors in ppm."""
    L, N = (s * m for s, m in zip(SIGNS, raw_integrals(mol)))
    T = second_moment(mol, mf.make_rdm1())
    dia = 0.5 * ALPHA**2 * (np.trace(T) * ONE - T)
    C, e = mf.mo_coeff, mf.mo_energy
    nmo, nocc = len(e), mol.nelectron // 2
    o, v = slice(0, nocc), slice(nocc, nmo)
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), nmo)
    hess = (eri[v, o, v, o].transpose(0, 3, 2, 1)
            - eri[v, v, o, o].transpose(0, 2, 1, 3))
    size = nocc * (nmo - nocc)
    hess = hess.reshape(size, size) + np.diag(
        (e[v, None] - e[None, o]).ravel())
    Lvo = np.array([(C[:, v].T @ m @ C[:, o]).ravel() for m in L])
    Nvo = np.array([(C[:, v].T @ m @ C[:, o]).ravel() for m in N])
    para = -2 * ALPHA**2 * Nvo @ np.linalg.solve(hess, Lvo.T)
    return dia * PPM, para * PPM


def total_shielding(atoms):
    return sum(shielding(*run_scf(atoms)))


# ---- response against self-consistent orbitals in a finite field
dia_w, para_w = shielding(mol_w, mf_w)
L_w, N_w = (s * m for s, m in zip(SIGNS, raw_integrals(mol_w)))
eri_w, S_w, h_w = mol_w.intor("int2e"), mf_w.get_ovlp(), mf_w.get_hcore()
FIELD = 3e-4
finite = np.zeros((3, 3))
for j in range(3):
    D = dm_w.astype(complex)
    for _ in range(300):
        J = np.einsum("pqrs,sr->pq", eri_w, D)
        K = np.einsum("prsq,rs->pq", eri_w, D)
        F = h_w - 0.5j * FIELD * L_w[j] + J - 0.5 * K
        occ = eigh(F, S_w)[1][:, :mol_w.nelectron // 2]
        new = 2 * occ @ occ.conj().T
        change = abs(new - D).max()
        D = 0.7 * new + 0.3 * D
        if change < 1e-12:
            break
    assert change < 1e-10
    for i in range(3):
        finite[i, j] = np.trace(D @ (-1j * ALPHA**2 * N_w[i])).real
finite *= PPM / FIELD
field_error = abs(finite - para_w).max()
assert field_error < 0.01   # ppm; remaining error is quadratic in the field

# ---- group theory: class sums against the null space of the constraints
print("group order  n  n_sym n_anti  (class sums)")
counts, spaces = {}, {}
for name, (generators, classes) in GROUPS.items():
    order, n, n_anti = class_counts(classes)
    space = allowed_space(generators)
    parts = space.T.reshape(-1, 3, 3)
    anti = (parts - parts.transpose(0, 2, 1)).reshape(-1, 9)
    assert abs(n - space.shape[1]) < 1e-9
    assert abs(n_anti - np.linalg.matrix_rank(anti, tol=1e-9)) < 1e-9
    counts[name], spaces[name] = round(n), space
    print(f"{name:4s} {order:4d} {round(n):4d} {round(n - n_anti):4d}"
          f" {abs(round(n_anti)):5d}")
assert [counts[g] for g in SITES] == [9, 5, 3, 3, 2, 1]

# ---- computed tensors: allowed form, and rank over varied geometries
print("RHF/6-31G shielding in ppm: xx xy xz | yx yy yz | zx zy zz")
rng = np.random.default_rng(7)
sigma, scan_lines, worst = {}, [], 0.0
for name, (label, build, values) in SITES.items():
    tensors = [total_shielding(build(*values))]
    for _ in range(counts[name]):
        scale = rng.uniform(0.85, 1.15, len(values))
        tensors.append(total_shielding(build(*(scale * values))))
    sigma[name] = tensors[0]
    rows = np.array(tensors).reshape(-1, 9)
    worst = max(worst, abs(rows - rows @ spaces[name] @ spaces[name].T).max())
    singular = np.linalg.svd(rows, compute_uv=False)
    rank = int(np.sum(singular > 1e-3))
    assert rank == counts[name], (name, singular)
    rest = f"{singular[rank]:.1e}" if rank < len(singular) else "none"
    scan_lines.append(f"{name:4s} geometries {len(rows):2d} rank {rank}"
                      f" smallest kept {singular[rank - 1]:.3f}"
                      f" largest dropped {rest}")
    text = " | ".join(" ".join(f"{round(x, 3) + 0.0:.3f}" for x in row)
                      for row in sigma[name])
    print(f"{name} {label}, parameters {values}")
    print("   ", text)
assert worst < 1e-3
print("Rank of tensors over varied geometries (singular values in ppm)")
print("\n".join(scan_lines))
print(f"Largest forbidden component found: {worst:.1e} ppm")
print("Isotropic shielding (ppm):", ", ".join(
    f"{g} {np.trace(t) / 3:.2f}" for g, t in sigma.items()))

# ---- opposite twist of ethane is the mirror image
r_cc, r_ch, angle, twist = SITES["C3"][2]
mirrored = total_shielding(ethane_c(r_cc, r_ch, angle, -twist))
assert abs(sigma["C3"][0, 1]) > 1e-2
assert abs(mirrored - MIRROR_XZ @ sigma["C3"] @ MIRROR_XZ).max() < 1e-3
print(f"Twisted ethane sigma_xy: {sigma['C3'][0, 1]:.4f} ppm at +{twist:.0f}"
      f" deg, {mirrored[0, 1]:.4f} ppm at -{twist:.0f} deg")

# ---- antisymmetric part and the resonance frequency (H in H2O)
s_h = sigma["Cs"] / PPM
s_sym = (s_h + s_h.T) / 2
b = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)


def antisymmetric_effect(scale):
    return (np.linalg.norm((ONE - scale * s_h) @ b)
            - np.linalg.norm((ONE - scale * s_sym) @ b))


ratio = antisymmetric_effect(200) / antisymmetric_effect(100)
assert abs(ratio - 4) < 0.2
first_order = b @ s_h @ b
exact_shift = 1 - np.linalg.norm((ONE - s_h) @ b)
assert abs(exact_shift - first_order) < 1e-7
print(f"H in H2O: diamagnetic trace/3 {np.trace(dia_w) / 3:.2f} ppm,"
      f" response trace/3 {np.trace(para_w) / 3:.2f} ppm")
print(f"H in H2O: antisymmetric part (xy-yx)/2 ="
      f" {(s_h[0, 1] - s_h[1, 0]) / 2 * PPM:.3f} ppm")
print(f"Field along (1,2,3): first-order shielding {first_order * PPM:.4f} ppm")
print(f"Frequency effect of antisymmetric part:"
      f" {antisymmetric_effect(1) * PPM:.1e} ppm")
print(f"Effect ratio when sigma is doubled: {ratio:.3f}")
print(f"Largest quadrature deviation of integrals: {quad_error:.1e} a.u.")
print(f"Finite-field minus response, largest: {field_error:.1e} ppm")
print("tests ok")
```

Output:

```
group order  n  n_sym n_anti  (class sums)
C1      1    9    6     3
Cs      2    5    4     1
C2v     4    3    3     0
C3      3    3    2     1
C3v     6    2    2     0
Td     24    1    1     0
Ci      2    9    6     3
C2      2    5    4     1
C4      4    3    2     1
D3      6    2    2     0
RHF/6-31G shielding in ppm: xx xy xz | yx yy yz | zx zy zz
C1 H in H2O2, parameters (1.8, 2.7, 100.0, 115.0)
    130.772 -2.052 -20.498 | -1.186 145.758 -0.400 | -16.675 2.697 56.938
Cs H in H2O, parameters (1.8, 1.8, 105.0)
    42.802 -0.193 0.000 | -0.688 115.205 0.000 | 0.000 0.000 105.834
C2v O in H2O, parameters (1.8, 105.0)
    313.338 0.000 0.000 | 0.000 258.559 0.000 | 0.000 0.000 244.570
C3 C in twisted C2H6, parameters (2.9, 2.05, 111.0, 40.0)
    245.634 0.269 0.000 | -0.269 245.634 0.000 | 0.000 0.000 227.632
C3v C in staggered C2H6, parameters (2.9, 2.05, 111.0)
    245.371 0.000 0.000 | 0.000 245.371 0.000 | 0.000 0.000 226.459
Td C in CH4, parameters (2.05,)
    221.645 0.000 0.000 | 0.000 221.645 0.000 | 0.000 0.000 221.645
Rank of tensors over varied geometries (singular values in ppm)
C1   geometries 10 rank 9 smallest kept 0.014 largest dropped none
Cs   geometries  6 rank 5 smallest kept 0.052 largest dropped 1.6e-14
C2v  geometries  4 rank 3 smallest kept 11.581 largest dropped 1.6e-12
C3   geometries  4 rank 3 smallest kept 1.484 largest dropped 2.3e-12
C3v  geometries  3 rank 2 smallest kept 6.825 largest dropped 4.3e-12
Td   geometries  2 rank 1 smallest kept 520.127 largest dropped 7.8e-13
Largest forbidden component found: 2.3e-12 ppm
Isotropic shielding (ppm): C1 111.16, Cs 87.95, C2v 272.16, C3 239.63, C3v 239.07, Td 221.65
Twisted ethane sigma_xy: 0.2691 ppm at +40 deg, -0.2691 ppm at -40 deg
H in H2O: diamagnetic trace/3 102.47 ppm, response trace/3 -14.53 ppm
H in H2O: antisymmetric part (xy-yx)/2 = 0.248 ppm
Field along (1,2,3): first-order shielding 103.8833 ppm
Frequency effect of antisymmetric part: -2.6e-06 ppm
Effect ratio when sigma is doubled: 4.042
Largest quadrature deviation of integrals: 5.6e-08 a.u.
Finite-field minus response, largest: 4.4e-07 ppm
tests ok
```
